# The Bloch–Siegert Shift and the Shift from Off-Resonance Irradiation: a program that tests the result

```python
"""
Bloch-Siegert shift of a spin 1/2, tested by laboratory-frame propagation.

H = w0 Iz + 2 w1 cos(w t) Ix  (hbar = 1).  w0: Larmor frequency, w: carrier,
w1: nutation frequency of ONE rotating component of the linear field.
Results under test:
  resonance of the linear field at w = w0 + w1^2/(4 w0), for w1 << w0;
  one co-rotating component at offset D = w0 - w shifts the precession
  frequency by w1^2/(2 D), for w1 << |D|.
Resonance: greatest transition probability after averaging over elapsed time
and starting phase.  All frequencies in the code are cyclic (Hz).
"""
import numpy as np
from scipy.linalg import expm
from scipy.optimize import brentq

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
UNIT = np.eye(2, dtype=complex)
STEPS = 256


def period_propagators(larmor, carrier, nutation, co=1, counter=1):
    """Propagators from time 0 to each grid time of one carrier period.
    co and counter switch the two rotating components on or off."""
    step = 1 / (carrier * STEPS)
    starts = np.arange(STEPS) * step

    def field(t):
        phase = 2 * np.pi * carrier * t
        return 2 * np.pi * np.stack([(co + counter) * nutation * np.cos(phase),
                                     (co - counter) * nutation * np.sin(phase),
                                     larmor + 0 * t], axis=1)

    # fourth-order Magnus step with two Gauss points
    early = field(starts + (0.5 - np.sqrt(3) / 6) * step)
    late = field(starts + (0.5 + np.sqrt(3) / 6) * step)
    rotation = (step / 2 * (early + late)
                + np.sqrt(3) / 12 * step**2 * np.cross(late, early))
    angle = np.linalg.norm(rotation, axis=1)
    steps = (np.cos(angle / 2)[:, None, None] * UNIT
             - 1j * (np.sin(angle / 2) / angle)[:, None, None]
             * np.einsum('jk,kab->jab', rotation, PAULI))
    result = [UNIT]
    for one_step in steps:
        result.append(one_step @ result[-1])
    return np.array(result)


def rotating_frame_rotation(propagators, carrier):
    """Frequency (Hz) and axis of the net rotation over one period, seen in
    the frame rotating at the carrier (a full frame turn gives a factor -1)."""
    net = -propagators[-1]
    cosine = np.trace(net).real / 2
    vector = np.array([(1j * np.trace(p @ net) / 2).real for p in PAULI])
    size = np.linalg.norm(vector)
    return np.arctan2(size, cosine) * carrier / np.pi, vector / size


def mode_polarization(larmor, carrier, nutation, co=1, counter=1):
    """z polarization of the periodic mode at the grid times of one period."""
    k = period_propagators(larmor, carrier, nutation, co, counter)
    axis = rotating_frame_rotation(k, carrier)[1]
    mode = np.einsum('k,kab->ab', axis, PAULI)
    moved = k[:-1] @ mode @ np.conj(np.swapaxes(k[:-1], 1, 2))
    return (moved[:, 0, 0] - moved[:, 1, 1]).real / 2


def resonant_carrier(larmor, nutation, measure, co=1, counter=1):
    def polarization(carrier):
        return measure(mode_polarization(larmor, carrier, nutation,
                                         co, counter))
    return brentq(polarization, 0.9 * larmor, 1.1 * larmor, xtol=1e-7)


# ---- averaging lemma: exact transformed Hamiltonian by finite differences ----
IX, IY, IZ = PAULI / 2
RAISE, LOWER = IX + 1j * IY, IX - 1j * IY


def lemma_remainder(strength, nu=1.0, t=0.7, h=1e-4):
    def generator(time):
        return strength / (2j * nu) * (RAISE * np.exp(1j * nu * time)
                                       - LOWER * np.exp(-1j * nu * time))
    static = strength * IX
    oscillating = strength / 2 * (RAISE * np.exp(1j * nu * t)
                                  + LOWER * np.exp(-1j * nu * t))
    s = generator(t)
    forward, back = expm(1j * s), expm(-1j * s)
    slope = (expm(-1j * generator(t + h)) - expm(-1j * generator(t - h))) / (2 * h)
    exact = forward @ (static + oscillating) @ back - 1j * forward @ slope
    second_order = (static + 1j * (s @ static - static @ s)
                    + strength**2 / (2 * nu) * IZ)
    return np.linalg.norm(exact - second_order)


lemma_ratio = lemma_remainder(0.02) / lemma_remainder(0.01)
assert abs(lemma_ratio - 8) < 0.4      # remainder is of third order

# ---- resonance of the linear field ----
larmor, nutation = 100e3, 10e3
formula_shift = nutation**2 / (4 * larmor)
resonance = resonant_carrier(larmor, nutation, np.mean)
shift = resonance - larmor
ratio2 = (nutation / larmor)**2
assert abs(shift / formula_shift - 1) < 0.25 * ratio2

double_formula = (2 * nutation)**2 / (4 * larmor)
double_shift = resonant_carrier(larmor, 2 * nutation, np.mean) - larmor
remainder_power = np.log2(abs((double_shift - double_formula)
                              / (shift - formula_shift)))
assert abs(remainder_power - 4) < 0.2

# cause of the shift: each rotating component alone
co_only_shift = resonant_carrier(larmor, nutation, np.mean, counter=0) - larmor
assert abs(co_only_shift) < 1e-2
counter_only = rotating_frame_rotation(
    period_propagators(larmor, larmor, nutation, co=0), larmor)
counter_only_shift = counter_only[0] * np.sign(counter_only[1][2])
assert abs(counter_only_shift / formula_shift - 1) < 0.25 * ratio2

# once-per-period observation from a fixed starting phase
strobe_max = resonant_carrier(larmor, nutation, lambda z: z[0]) - larmor
strobe_quarter = resonant_carrier(larmor, nutation,
                                  lambda z: z[STEPS // 4]) - larmor
assert abs(strobe_max + formula_shift) < 20
assert abs(strobe_quarter - 3 * formula_shift) < 20

# ---- averaged transition probability from long explicit evolution ----
def long_average(carrier, periods=2000):
    k = period_propagators(larmor, carrier, nutation)
    powers = [UNIT]
    for _ in range(periods - 1):
        powers.append(k[-1] @ powers[-1])
    sample = k[:-1:16]
    amplitude = np.einsum('bi,nij,aj->nba', sample[:, 1, :], np.array(powers),
                          np.conj(sample[:, 0, :]), optimize=True)
    window = np.hanning(periods)       # suppresses the end effects of the average
    return np.sum(window * np.mean(abs(amplitude)**2, axis=(1, 2))) / window.sum()


detuned = 105e3
prob_detuned = long_average(detuned)
mean_pol = np.mean(mode_polarization(larmor, detuned, nutation))
assert abs(prob_detuned - (1 - mean_pol**2) / 2) < 1e-5
prob_resonance = long_average(resonance)
assert abs(prob_resonance - 0.5) < 1e-5

# ---- effective Hamiltonian: nutation frequency away from resonance ----
nutation_rows = []
for carrier in (90e3, 110e3):
    measured = rotating_frame_rotation(
        period_propagators(larmor, carrier, nutation), carrier)[0]
    with_shift = np.hypot(larmor - carrier + nutation**2 / (4 * carrier), nutation)
    without = np.hypot(larmor - carrier, nutation)
    assert abs(measured - with_shift) < 0.3 * nutation**3 / carrier**2
    assert abs(measured - without) > 3 * abs(measured - with_shift)
    nutation_rows.append((carrier, measured, with_shift, without))

# ---- irradiation at an offset ----
weak, offset, duration = 2e3, 20e3, 2.5e-3
offset_formula = weak**2 / (2 * offset)


def precession_shift(carrier, counter):
    k = period_propagators(larmor, carrier, weak, counter=counter)
    frequency, axis = rotating_frame_rotation(k, carrier)
    return carrier + np.sign(axis[2]) * frequency - larmor


def phase_gain(carrier):
    """Extra transverse phase (degrees) of a spin that starts along x."""
    k = period_propagators(larmor, carrier, weak, counter=0)
    state = np.linalg.matrix_power(k[-1], round(duration * carrier)) @ (
        np.array([1, 1]) / np.sqrt(2))
    free = np.exp(2j * np.pi * larmor * duration)
    return np.degrees(np.angle(np.conj(state[0]) * state[1] / free))


below = precession_shift(larmor - offset, 0)
above = precession_shift(larmor + offset, 0)
fourth_order = weak**4 / (8 * offset**3)
assert abs(below - offset_formula) < 1.01 * fourth_order
assert abs(above + offset_formula) < 1.01 * fourth_order
phase_formula = 360 * offset_formula * duration
phase_below, phase_above = phase_gain(larmor - offset), phase_gain(larmor + offset)
phase_tolerance = np.degrees(2 * (weak / offset)**2)   # wobble of the tilted cone
assert abs(phase_below - phase_formula) < phase_tolerance
assert abs(phase_above + phase_formula) < phase_tolerance

linear_shift = precession_shift(larmor - offset, 1)
counter_part = weak**2 / (2 * (2 * larmor - offset))
assert abs(linear_shift - offset_formula - counter_part) < 1.0

high_larmor, high_nutation = 500e6, 25e3
high_shift = high_nutation**2 / (4 * high_larmor)

print("LINEAR FIELD NEAR RESONANCE")
print(f"Larmor frequency: {larmor:.0f} Hz")
print(f"nutation frequency of one component: {nutation:.0f} Hz")
print(f"amplitude of linear field: {2 * nutation:.0f} Hz")
print(f"shift, formula: {formula_shift:.3f} Hz")
print(f"shift, propagation: {shift:.3f} Hz")
print(f"resonant carrier, propagation: {resonance:.3f} Hz")
print(f"shift / nutation frequency: {shift / nutation:.5f}")
print(f"doubled nutation frequency: {2 * nutation:.0f} Hz")
print(f"doubled field, shift by formula: {double_formula:.3f} Hz")
print(f"doubled field, shift by propagation: {double_shift:.3f} Hz")
print(f"power of field in the remainder: {remainder_power:.3f}")
print(f"resonance shift, co-rotating part alone: {abs(co_only_shift):.3f} Hz")
print(f"precession shift, counter-rotating alone: {counter_only_shift:.3f} Hz")
print(f"once per period, start at field maximum: {strobe_max:.2f} Hz")
print(f"once per period, start quarter period on: {strobe_quarter:.2f} Hz")
print(f"mean of these two: {(strobe_max + strobe_quarter) / 2:.2f} Hz")
print(f"averaged probability at resonance: {prob_resonance:.6f}")
print(f"averaged probability at {detuned:.0f} Hz: {prob_detuned:.6f}")
print(f"mean mode polarization at {detuned:.0f} Hz: {mean_pol:.6f}")
for carrier, measured, with_shift, without in nutation_rows:
    print(f"carrier {carrier:.0f} Hz, nutation by propagation: {measured:.2f} Hz")
    print(f"  effective Hamiltonian with shift: {with_shift:.2f} Hz")
    print(f"  same without shift: {without:.2f} Hz")
print(f"averaging lemma, remainder ratio on halving: {lemma_ratio:.3f}")
print("IRRADIATION AT AN OFFSET")
print(f"nutation frequency: {weak:.0f} Hz, offset: {offset:.0f} Hz")
print(f"shift, formula: {offset_formula:.3f} Hz")
print(f"shift, carrier below Larmor: {below:.3f} Hz")
print(f"shift, carrier above Larmor: {above:.3f} Hz")
print(f"fourth-order term, size: {fourth_order:.3f} Hz")
print(f"duration: {duration * 1e3:.1f} ms")
print(f"phase gain, formula: {phase_formula:.2f} degrees")
print(f"phase gain, carrier below: {phase_below:.2f} degrees")
print(f"phase gain, carrier above: {phase_above:.2f} degrees")
print(f"linear field below, counter-rotating part: {counter_part:.3f} Hz")
print(f"linear field below, sum formula: {offset_formula + counter_part:.3f} Hz")
print(f"linear field below, propagation: {linear_shift:.3f} Hz")
print("HIGH FIELD, FORMULA ONLY")
print(f"Larmor: {high_larmor / 1e6:.0f} MHz, nutation: {high_nutation / 1e3:.0f} kHz")
print(f"Bloch-Siegert shift: {high_shift:.4f} Hz")
print("all good")
```

Printed output:

```
LINEAR FIELD NEAR RESONANCE
Larmor frequency: 100000 Hz
nutation frequency of one component: 10000 Hz
amplitude of linear field: 20000 Hz
shift, formula: 250.000 Hz
shift, propagation: 250.155 Hz
resonant carrier, propagation: 100250.155 Hz
shift / nutation frequency: 0.02502
doubled nutation frequency: 20000 Hz
doubled field, shift by formula: 1000.000 Hz
doubled field, shift by propagation: 1002.391 Hz
power of field in the remainder: 3.952
resonance shift, co-rotating part alone: 0.000 Hz
precession shift, counter-rotating alone: 249.844 Hz
once per period, start at field maximum: -251.26 Hz
once per period, start quarter period on: 748.13 Hz
mean of these two: 248.43 Hz
averaged probability at resonance: 0.500000
averaged probability at 105000 Hz: 0.407910
mean mode polarization at 105000 Hz: -0.429163
carrier 90000 Hz, nutation by propagation: 14324.46 Hz
  effective Hamiltonian with shift: 14339.90 Hz
  same without shift: 14142.14 Hz
carrier 110000 Hz, nutation by propagation: 13970.83 Hz
  effective Hamiltonian with shift: 13982.35 Hz
  same without shift: 14142.14 Hz
averaging lemma, remainder ratio on halving: 8.000
IRRADIATION AT AN OFFSET
nutation frequency: 2000 Hz, offset: 20000 Hz
shift, formula: 100.000 Hz
shift, carrier below Larmor: 99.751 Hz
shift, carrier above Larmor: -99.751 Hz
fourth-order term, size: 0.250 Hz
duration: 2.5 ms
phase gain, formula: 90.00 degrees
phase gain, carrier below: 89.21 degrees
phase gain, carrier above: -89.21 degrees
linear field below, counter-rotating part: 11.111 Hz
linear field below, sum formula: 111.111 Hz
linear field below, propagation: 110.801 Hz
HIGH FIELD, FORMULA ONLY
Larmor: 500 MHz, nutation: 25 kHz
Bloch-Siegert shift: 0.3125 Hz
all good
```
